# Stereoisomers of four identical chelates on a square antiprism: a numerical check

```python
"""
Result under test: four identical symmetrical chelates spanning edges of a
square antiprism give 14 labelled arrangements, six stereoisomers, and three
enantiomeric pairs with point groups D4 (llll), D2 (ssss) and C2 (llss).
s = edge within a square; l = edge between squares; R = metal-donor distance;
bite = donor-donor distance within a chelate. Metal is at the origin.
An arrangement is a set of four disjoint donor pairs. Symmetry operations are
found from coordinates, not supplied as a group table.
"""
import itertools
from collections import Counter
import numpy as np
from scipy.constants import k as k_B, h, e as charge
from scipy.optimize import brentq

R = 0.220             # nm, rough Zr-O distance
BITE = 0.267          # nm, rough acetylacetonate bite
SHORT_BITE = 0.250    # nm, strained test case
TEMPERATURE = 430.0   # K, rough precursor source temperature
HOLD_TIME = 3600.0    # s
TRIAL_ENERGY = 0.1    # eV, sensitivity test


def antiprism(theta):
    return R * np.array([
        [np.sin(theta) * np.cos(p * np.pi / 4),
         np.sin(theta) * np.sin(p * np.pi / 4),
         (-1) ** p * np.cos(theta)] for p in range(8)])


def distances(points):
    return np.linalg.norm(points[:, None] - points[None, :], axis=2)


def edge_difference(theta):
    d = distances(antiprism(theta))
    return d[0, 2] - d[0, 1]


theta = brentq(edge_difference, 0.7, 1.4, xtol=1e-14)
assert abs(np.tan(theta) ** 2 - 2 * np.sqrt(2)) < 1e-10
X = antiprism(theta)
D = distances(X)
edge = D[0, 1]
diagonal = D[0, 4]
long_contact = D[0, 3]
assert abs(edge - np.sqrt(2) * R * np.sin(theta)) < 1e-12
edges = {frozenset((i, j)) for i, j in itertools.combinations(range(8), 2)
         if abs(D[i, j] - D[D > 1e-8].min()) < 1e-9}
assert len(edges) == 16
assert edges == {frozenset((p, (p + d) % 8)) for p in range(8) for d in (1, 2)}


def matchings(allowed, free=frozenset(range(8))):
    if not free:
        return [frozenset()]
    first = min(free)
    found = []
    for other in sorted(free - {first}):
        pair = frozenset((first, other))
        if pair in allowed:
            for rest in matchings(allowed, free - pair):
                found.append(rest | {pair})
    return found


def find_operations(points):
    """All orthogonal maps of the donor set, from images of three donors."""
    inverse = np.linalg.inv(points[:3].T)
    found = []
    for triple in itertools.permutations(range(8), 3):
        matrix = points[list(triple)].T @ inverse
        if not np.allclose(matrix.T @ matrix, np.eye(3), atol=1e-8):
            continue
        gaps = np.linalg.norm((points @ matrix.T)[:, None] - points[None, :],
                              axis=2)
        if np.all(gaps.min(axis=1) < 1e-8):
            found.append((matrix, tuple(int(v) for v in gaps.argmin(axis=1))))
    return found


operations = find_operations(X)
proper = [g for g in operations if np.linalg.det(g[0]) > 0]
improper = [g for g in operations if np.linalg.det(g[0]) < 0]
assert len(operations) == 16 and len(proper) == 8

# The modular rules for vertex numbers must reproduce the geometric maps.
proper_rule = {tuple((p + k) % 8 for p in range(8)) for k in range(0, 8, 2)}
proper_rule |= {tuple((c - p) % 8 for p in range(8)) for c in range(1, 8, 2)}
improper_rule = {tuple((p + k) % 8 for p in range(8)) for k in range(1, 8, 2)}
improper_rule |= {tuple((c - p) % 8 for p in range(8)) for c in range(0, 8, 2)}
assert {g[1] for g in proper} == proper_rule
assert {g[1] for g in improper} == improper_rule


def image(matching, permutation):
    return frozenset(frozenset(permutation[v] for v in pair)
                     for pair in matching)


def stabilizer(matching, group):
    return [g for g in group if image(matching, g[1]) == matching]


def orbits(items, group):
    remaining, result = set(items), []
    while remaining:
        start = min(remaining, key=lambda m: sorted(tuple(sorted(q)) for q in m))
        orbit = {image(start, g[1]) for g in group}
        result.append(orbit)
        remaining -= orbit
    return result


def edge_type(matching):
    count_l = sum((min(pair) + max(pair)) % 2 for pair in matching)
    return "l" * count_l + "s" * (4 - count_l)


def matrix_order(matrix):
    power = np.eye(3)
    for order in range(1, 17):
        power = power @ matrix
        if np.allclose(power, np.eye(3), atol=1e-7):
            return order
    raise AssertionError("operation has no order up to 16")


def rotation_group(matrices):
    assert all(np.linalg.det(m) > 0 for m in matrices)
    counts = Counter(matrix_order(m) for m in matrices)
    table = {((1, 1), (2, 5), (4, 2)): "D4", ((1, 1), (2, 3)): "D2",
             ((1, 1), (2, 1), (4, 2)): "C4", ((1, 1), (2, 1)): "C2",
             ((1, 1),): "C1"}
    return table[tuple(sorted(counts.items()))]


arrangements = matchings(edges)
assert len(arrangements) == len(set(arrangements)) == 14
type_count = Counter(edge_type(m) for m in arrangements)
assert type_count == {"llll": 2, "ssss": 4, "llss": 8}
rotational_orbits = orbits(arrangements, proper)
full_orbits = orbits(arrangements, operations)
assert len(rotational_orbits) == 6 and len(full_orbits) == 3


def operation_class(g):
    matrix = g[0]
    order = matrix_order(matrix)
    if np.linalg.det(matrix) < 0:
        return "S8" if order == 8 else "sigma_d"
    if order == 1:
        return "E"
    if order == 4:
        return "C4"
    return "C2" if matrix[2, 2] > 0 else "C2'"


class_size = Counter(operation_class(g) for g in operations)
fixed = {}
for g in operations:
    number = sum(image(m, g[1]) == m for m in arrangements)
    fixed.setdefault(operation_class(g), set()).add(number)
assert fixed == {"E": {14}, "C4": {2}, "C2": {6}, "C2'": {6},
                 "S8": {0}, "sigma_d": {0}}
fixed_sum = sum(class_size[c] * next(iter(fixed[c])) for c in fixed)
assert fixed_sum == 8 * len(rotational_orbits) == 16 * len(full_orbits)


def fit_bite(matching, bite):
    """Open or close each chelate in its own plane, keeping R and bisector."""
    points = X.copy()
    for pair in matching:
        i, j = sorted(pair)
        bisector = (X[i] + X[j]) / np.linalg.norm(X[i] + X[j])
        across = (X[i] - X[j]) / np.linalg.norm(X[i] - X[j])
        half = np.arcsin(bite / (2 * R))
        points[i] = R * (np.cos(half) * bisector + np.sin(half) * across)
        points[j] = R * (np.cos(half) * bisector - np.sin(half) * across)
        assert abs(np.linalg.norm(points[i] - points[j]) - bite) < 1e-12
    return points


def congruences(points, matching):
    """Try all 384 donor permutations that preserve the chelate pairs."""
    pairs = [tuple(sorted(pair)) for pair in matching]
    d = distances(points)
    found = []
    for targets in itertools.permutations(pairs):
        for flips in itertools.product((0, 1), repeat=4):
            perm = np.zeros(8, dtype=int)
            for source, target, flip in zip(pairs, targets, flips):
                perm[source[0]] = target[flip]
                perm[source[1]] = target[1 - flip]
            if np.max(np.abs(d[np.ix_(perm, perm)] - d)) < 1e-9:
                matrix = np.linalg.lstsq(points, points[perm], rcond=None)[0].T
                assert np.allclose(matrix.T @ matrix, np.eye(3), atol=1e-7)
                found.append(matrix)
    return found


def vertex_orbits(group):
    return {frozenset(g[1][v] for g in group) for v in range(8)}


def chelate_orbits(matching, group):
    return {frozenset(frozenset(g[1][v] for v in pair) for g in group)
            for pair in matching}


def folded_groups(matching, group):
    """Groups kept by all choices of equal ring folding to either side."""
    pairs = list(matching)
    normals = []
    for pair in pairs:
        i, j = sorted(pair)
        normal = np.cross(X[i], X[j])
        normals.append(normal / np.linalg.norm(normal))
    result = []
    for signs in itertools.product((-1, 1), repeat=4):
        fold = {pair: sign * n for pair, sign, n in zip(pairs, signs, normals)}
        kept = [g[0] for g in group if all(
            np.allclose(g[0] @ fold[pair],
                        fold[frozenset(g[1][v] for v in pair)], atol=1e-7)
            for pair in pairs)]
        result.append((len(kept), rotation_group(kept)))
    return result


expected_group = {"llll": "D4", "ssss": "D2", "llss": "C2"}
results = {}
for orbit in full_orbits:
    labels = {edge_type(m) for m in orbit}
    assert len(labels) == 1
    label = labels.pop()
    hands = [o for o in rotational_orbits if o <= orbit]
    assert len(hands) == 2 and len(hands[0]) == len(hands[1])
    for g in improper:
        assert {image(m, g[1]) for m in hands[0]} == hands[1]
    for matching in orbit:
        group = stabilizer(matching, operations)
        assert rotation_group([g[0] for g in group]) == expected_group[label]
        for bite in (BITE, SHORT_BITE):
            matrices = congruences(fit_bite(matching, bite), matching)
            assert rotation_group(matrices) == expected_group[label]
            assert len(matrices) * len(orbit) == 16
    example = min(orbit, key=lambda m: sorted(tuple(sorted(q)) for q in m))
    group = stabilizer(example, operations)
    site_orders = {sum(frozenset(g[1][v] for v in pair) == pair for g in group)
                   for pair in example}
    assert len(site_orders) == 1
    folds = folded_groups(example, group)
    best = max(n for n, name in folds)
    results[label] = dict(
        size=len(orbit), sigma=len(group), example=example,
        name=rotation_group([g[0] for g in group]),
        donors=len(vertex_orbits(group)),
        chelates=len(chelate_orbits(example, group)),
        site=site_orders.pop(), fold_order=best,
        fold_names=sorted({name for n, name in folds if n == best}))

assert results["llll"]["fold_order"] < results["llll"]["sigma"]
for label in ("ssss", "llss"):
    assert results[label]["fold_order"] == results[label]["sigma"]
# The twofold axis of llss is perpendicular to the main antiprism axis.
for matching in arrangements:
    if edge_type(matching) == "llss":
        classes = {operation_class(g) for g in stabilizer(matching, operations)}
        assert classes == {"E", "C2'"}

# Removing the edge condition by admitting square diagonals must break chirality.
diagonals = {frozenset((p, p + 4)) for p in range(4)}
extended = matchings(edges | diagonals)
achiral = [m for m in extended if stabilizer(m, improper)]
assert achiral and all(m & diagonals for m in achiral)
all_diagonal = frozenset(diagonals)
assert len(stabilizer(all_diagonal, operations)) == 16


def displacement(bite):
    values = [np.linalg.norm(fit_bite(m, bite) - X, axis=1).max()
              for m in arrangements]
    formula = 2 * R * np.sin(abs(np.arcsin(edge / (2 * R))
                                - np.arcsin(bite / (2 * R))) / 2)
    assert np.allclose(values, formula, atol=1e-12)
    return max(values)


thermal = k_B * TEMPERATURE / charge
population = {name: row["size"] / len(arrangements)
              for name, row in results.items()}
inverse_sum = sum(1 / row["sigma"] for row in results.values())
for name, row in results.items():
    assert abs(population[name] - (1 / row["sigma"]) / inverse_sum) < 1e-12
entropy_offset = thermal * np.log(population["llss"] / population["llll"])
energy_factor = np.exp(TRIAL_ENERGY / thermal)


def log_decay_number(barrier):
    return (np.log(k_B * TEMPERATURE / h * HOLD_TIME) - barrier / thermal)


barrier = brentq(log_decay_number, 0.0, 5.0)
assert abs(barrier - thermal * np.log(k_B * TEMPERATURE * HOLD_TIME / h)) < 1e-9

print(f"Polar angle of upper donors: {np.degrees(theta):.2f} degrees")
print(f"Metal-donor distance, rough input: {R:.3f} nm")
print(f"Chelate bite, rough input: {BITE:.3f} nm")
print(f"Equal antiprism edge: {edge:.4f} nm")
print(f"Square diagonal: {diagonal:.4f} nm")
print(f"Long contact between squares: {long_contact:.4f} nm")
print(f"Diagonal / bite: {diagonal / BITE:.3f} (no unit)")
print(f"Donor shift to fit bite: {displacement(BITE):.5f} nm")
print(f"Short test bite: {SHORT_BITE:.3f} nm")
print(f"Donor shift to fit short bite: {displacement(SHORT_BITE):.5f} nm")
print(f"Polyhedral edges: {len(edges)} (count)")
print(f"Labelled arrangements: {len(arrangements)} (count)")
print(f"Stereoisomers under rotations: {len(rotational_orbits)} (count)")
print(f"Enantiomeric pairs: {len(full_orbits)} (count)")
for name in ("E", "C4", "C2", "C2'", "S8", "sigma_d"):
    print(f"{name}: {class_size[name]} operations, each fixes "
          f"{next(iter(fixed[name]))} arrangements (counts)")
print(f"Sum of fixed arrangements: {fixed_sum} (count)")
for name in ("llll", "ssss", "llss"):
    row = results[name]
    pairs = sorted(tuple(sorted(pair)) for pair in row["example"])
    print(f"{name} example, donor pairs: {pairs} (vertex numbers)")
    print(f"{name}: group {row['name']}, order {row['sigma']}, "
          f"arrangements {row['size']} (counts)")
    print(f"{name}: donor sets {row['donors']}, chelate sets "
          f"{row['chelates']}, chelate site order {row['site']} (counts)")
    print(f"{name}: largest group order with folded rings "
          f"{row['fold_order']}, groups {row['fold_names']}")
    print(f"{name}: equal-energy pair population "
          f"{100 * population[name]:.2f} percent")
print(f"Arrangements with diagonals admitted: {len(extended)} (count)")
print(f"Achiral arrangements among these: {len(achiral)} (count)")
print(f"Source temperature, rough input: {TEMPERATURE:.0f} K")
print(f"Thermal energy: {thermal:.5f} eV")
print(f"Energy offset cancelling llss/llll count ratio: {entropy_offset:.4f} eV")
print(f"Trial energy difference: {TRIAL_ENERGY:.2f} eV")
print(f"Population-ratio factor from trial energy: {energy_factor:.2f} (no unit)")
print(f"Chosen isomer lifetime: {HOLD_TIME:.0f} s")
print(f"Free-energy barrier for that lifetime: {barrier:.3f} eV")
print("no test failed")
```

It prints:

```
Polar angle of upper donors: 59.26 degrees
Metal-donor distance, rough input: 0.220 nm
Chelate bite, rough input: 0.267 nm
Equal antiprism edge: 0.2674 nm
Square diagonal: 0.3782 nm
Long contact between squares: 0.4155 nm
Diagonal / bite: 1.416 (no unit)
Donor shift to fit bite: 0.00027 nm
Short test bite: 0.250 nm
Donor shift to fit short bite: 0.01077 nm
Polyhedral edges: 16 (count)
Labelled arrangements: 14 (count)
Stereoisomers under rotations: 6 (count)
Enantiomeric pairs: 3 (count)
E: 1 operations, each fixes 14 arrangements (counts)
C4: 2 operations, each fixes 2 arrangements (counts)
C2: 1 operations, each fixes 6 arrangements (counts)
C2': 4 operations, each fixes 6 arrangements (counts)
S8: 4 operations, each fixes 0 arrangements (counts)
sigma_d: 4 operations, each fixes 0 arrangements (counts)
Sum of fixed arrangements: 48 (count)
llll example, donor pairs: [(0, 1), (2, 3), (4, 5), (6, 7)] (vertex numbers)
llll: group D4, order 8, arrangements 2 (counts)
llll: donor sets 1, chelate sets 1, chelate site order 2 (counts)
llll: largest group order with folded rings 4, groups ['C4', 'D2']
llll: equal-energy pair population 14.29 percent
ssss example, donor pairs: [(0, 2), (1, 3), (4, 6), (5, 7)] (vertex numbers)
ssss: group D2, order 4, arrangements 4 (counts)
ssss: donor sets 2, chelate sets 1, chelate site order 1 (counts)
ssss: largest group order with folded rings 4, groups ['D2']
ssss: equal-energy pair population 28.57 percent
llss example, donor pairs: [(0, 1), (2, 3), (4, 6), (5, 7)] (vertex numbers)
llss: group C2, order 2, arrangements 8 (counts)
llss: donor sets 4, chelate sets 2, chelate site order 1 (counts)
llss: largest group order with folded rings 2, groups ['C2']
llss: equal-energy pair population 57.14 percent
Arrangements with diagonals admitted: 31 (count)
Achiral arrangements among these: 13 (count)
Source temperature, rough input: 430 K
Thermal energy: 0.03705 eV
Energy offset cancelling llss/llll count ratio: 0.0514 eV
Trial energy difference: 0.10 eV
Population-ratio factor from trial energy: 14.86 (no unit)
Chosen isomer lifetime: 3600 s
Free-energy barrier for that lifetime: 1.409 eV
no test failed
```
